# How the Error of Random-Sign Trace Estimates Falls with System Size

## A million sites and no spectrum

Consider noninteracting electrons on a lattice of $N=10^6$ sites, described by a real symmetric tight-binding matrix $H$. Their grand potential is a sum over the energy levels of $H$, but storing a matrix of this size densely takes 8 TB, and diagonalizing it takes of the order of $N^3=10^{18}$ operations. What can be done cheaply is to multiply a vector by $H$, since each site is coupled to a few neighbours, and by repetition to multiply a vector by a polynomial in $H$.

A level of energy $\varepsilon$, available to two spins at temperature $T$ and chemical potential $\mu$, contributes the factor $(1+e^{-(\varepsilon-\mu)/kT})^2$ to the grand partition function. The grand potential is $-kT$ times the logarithm of the product of these factors, so

$$\Omega=\mathrm{Tr}\,g(H),\qquad g(\varepsilon)=-2kT\ln\!\left[1+e^{-(\varepsilon-\mu)/kT}\right].$$

The task is to find the trace of a matrix $A=g(H)$ that can be applied to vectors but whose elements are not known. Hutchinson's estimator draws a vector $z$ whose entries are independently $+1$ or $-1$ with equal probability, and computes

$$q=z^{T}Az=\sum_{ij}A_{ij}z_iz_j .$$

The average of $q$ over $M$ independent vectors is the estimate of the trace. How many vectors are needed?

## The estimate on the back of an envelope

The terms with $i=j$ carry $z_i^2=1$, so they add up to the trace without any noise. The terms with $i\neq j$ carry random signs. For symmetric $A$ each pair of sites occurs twice in the sum and contributes $\pm2A_{ij}$. If the signs of different pairs are treated as uncorrelated, the squares add:

$$\mathrm{Var}\,q\approx\sum_{i<j}4A_{ij}^2=2\sum_{i\ne j}A_{ij}^2 .$$

If each row has a finite off-diagonal weight, this grows as $N$ and the noise as $\sqrt N$. The trace grows as $N$. The relative error of one vector therefore falls as $1/\sqrt N$, and averaging $M$ vectors gives $r/\sqrt{NM}$ with some constant $r$.

To estimate $r$, take a periodic lattice with one site per unit cell and one orbital per site. All sites are equivalent, so each diagonal element of $A$ equals $\bar g=\langle g\rangle$, where $\langle\cdot\rangle$ is the average over the $N$ levels. The sum of squares along a row is

$$\sum_jA_{ij}^2=(A^2)_{ii}=\frac{\mathrm{Tr}A^2}{N}=\langle g^2\rangle .$$

Removing the diagonal element leaves $\langle g^2\rangle-\bar g^2=\sigma_g^2$, the variance of $g$ over the spectrum. Hence $\mathrm{Var}\,q\approx2N\sigma_g^2$, and division of its square root by $N|\bar g|$ gives

$$r=\frac{\sqrt2\,\sigma_g}{|\bar g|}.$$

Now let the band be symmetric about zero and half filled, with $\mu=0$ and $T\to0$. Then $g$ vanishes for positive energies and equals $2\varepsilon$ for negative ones, which can be written $g=\varepsilon-|\varepsilon|$. By symmetry $\langle\varepsilon\rangle=0$ and $\langle\varepsilon|\varepsilon|\rangle=0$, so

$$\bar g=-\langle|\varepsilon|\rangle,\qquad
\langle g^2\rangle=\langle2\varepsilon^2-2\varepsilon|\varepsilon|\rangle=2\langle\varepsilon^2\rangle .$$

For a rough density of states take a Gaussian of variance $s^2$, for which $\langle|\varepsilon|\rangle=s\sqrt{2/\pi}$. Then

$$r^2=2\left(\frac{\langle g^2\rangle}{\bar g^2}-1\right)=2\left(\frac{2s^2}{2s^2/\pi}-1\right)=2(\pi-1),\qquad r\approx2.07 .$$

The band width has cancelled. For a million sites and ten vectors the relative error should be about $2.07/\sqrt{10^7}\approx6.5\times10^{-4}$.

This argument has assumed that pair signs are uncorrelated, that row weights stay finite and that all sites are equivalent. The first assumption can be proved. The second, together with a trace that grows as $N$, determines when the scaling law holds. The third affects only the constant.

## The variance

Let $A$ be any real $N\times N$ matrix, with symmetric part $S=(A+A^T)/2$. Independence and zero mean give $E[z_iz_j]=0$ for $i\neq j$, while $z_i^2=1$. Therefore

$$E[q]=\sum_{ij}A_{ij}E[z_iz_j]=\sum_iA_{ii}=\mathrm{Tr}A,$$

and the estimator is unbiased. Collecting the two terms of each pair,

$$q-\mathrm{Tr}A=\sum_{i<j}(A_{ij}+A_{ji})z_iz_j=2\sum_{i<j}S_{ij}z_iz_j .$$

The variance is the mean square of this expression:

$$\mathrm{Var}\,q=4\sum_{i<j}\sum_{k<l}S_{ij}S_{kl}\,E[z_iz_jz_kz_l].$$

There are three cases for the two pairs $(i,j)$ and $(k,l)$.

- If the pairs are the same, the product is $z_i^2z_j^2=1$, and its mean is 1.
- If they share one site, the square of that sign is 1. Two different signs remain, and the mean of their product is 0.
- If they share no site, the mean is a product of four zero means, which is 0.

So the signs of different pairs are indeed uncorrelated, although they are not all independent: $z_1z_2$ and $z_2z_3$ together fix $z_1z_3$. What remains is

$$\boxed{\;\mathrm{Var}\,q=4\sum_{i<j}S_{ij}^2=2\sum_{i\ne j}S_{ij}^2\;}$$

For symmetric $A$ this is twice the squared off-diagonal Frobenius norm, written $2\|A_{\rm off}\|_F^2$ below. The proof used the independence of at most four entries at a time.

For a Hermitian matrix write $A=R+iK$, with $R$ real symmetric and $K$ real antisymmetric. Transposing the number $z^TKz$ changes its sign, so it is zero, and $q=z^TRz$. With real signs the variance is then $2\sum_{i\neq j}R_{ij}^2$, without the imaginary parts.

The average $\bar q$ of $M$ independent values of $q$ has variance $M\,\mathrm{Var}\,q/M^2=\mathrm{Var}\,q/M$. Its standard deviation relative to the trace is

$$\delta=\frac{\sqrt{2\|A_{\rm off}\|_F^2/M}}{|\mathrm{Tr}A|}. \tag{1}$$

"Relative error" below means this $\delta$.

### Why signs

Suppose instead that the entries are independent with zero mean, unit variance and fourth moment $\kappa=E[z_i^4]$. The diagonal now fluctuates too:

$$q-\mathrm{Tr}A=\sum_iA_{ii}(z_i^2-1)+2\sum_{i<j}S_{ij}z_iz_j .$$

The second sum has the same variance as before, because that calculation needs only $E[z_i]=0$ and $E[z_i^2]=1$. In a product of a term from the first sum with one from the second, at least one of the two pair entries differs from the diagonal site. It appears to the first power, so the mean vanishes. Each diagonal term has variance $A_{ii}^2(E[z_i^4]-1)$, and

$$\mathrm{Var}\,q=2\sum_{i\neq j}S_{ij}^2+(\kappa-1)\sum_iA_{ii}^2 .$$

Since $E[z^4]\ge(E[z^2])^2=1$, the extra term is never negative. It vanishes for every matrix when $\kappa=1$, which requires $z^2=1$: random signs. Gaussian entries have $\kappa=3$, and their variance is twice the full squared norm of $S$, diagonal included.

## When the error falls as $1/\sqrt{NM}$

Take $A$ symmetric and define the trace per site $a_N=\mathrm{Tr}A/N$ and the off-diagonal weight per site $w_N=\|A_{\rm off}\|_F^2/N$. Equation (1) becomes

$$\delta=\frac{\sqrt{2w_N}}{|a_N|}\,\frac1{\sqrt{NM}} .$$

The law depends on how the prefactor behaves as $N$ grows. Let every eigenvalue of $A$ have magnitude at most $C$, with $C$ independent of $N$. The squared Frobenius norm is the sum of the squared eigenvalues, so

$$w_N\le\frac{\|A\|_F^2}{N}\le C^2 .$$

If also $|a_N|\ge a>0$, then $\delta\le(\sqrt2\,C/a)/\sqrt{NM}$. A bounded spectrum and a trace that is truly extensive are sufficient for this bound. No decay of $A_{ij}$ with distance was assumed, so the bound covers metals at zero temperature as well as insulators. If $w_N$ and $a_N$ tend to nonzero limits, the error follows $1/\sqrt{NM}$ asymptotically. If $w_N$ tends to zero, it falls faster, and for a diagonal matrix there is no error at all.

Both conditions matter. The matrix with all elements equal to 1 has trace $N$ and $\|A_{\rm off}\|_F^2=N(N-1)$. One vector then gives

$$\delta=\frac{\sqrt{2N(N-1)}}{N}=\sqrt{2\left(1-\frac1N\right)},$$

which tends to $\sqrt2$ instead of falling. The trace is extensive, but one eigenvalue equals $N$, so the spectrum is not bounded. The opposite failure is a trace that cancels. A hopping matrix with zero site energies has trace zero and nonzero noise, so a relative error has no meaning for it.

For fixed $\mu$ and $T$, the grand potential avoids both failures on a band of finite width, provided that at zero temperature a finite fraction of the levels lies below $\mu$. Its $g$ is bounded there and never positive, so contributions of different levels cannot cancel. The constant can still be large: in a nearly empty band with $kT$ far below the band width, most levels contribute almost nothing to the trace, and $\sigma_g$ is much larger than $|\bar g|$. The function $g$ depends on $\varepsilon-\mu$ alone, so the relative error does not change when $H$ and $\mu$ are shifted together.

### A bound from the spectrum

The sites need not be equivalent for the constant $r$ to be useful. By the Cauchy–Schwarz inequality, $(\sum_iA_{ii})^2\le N\sum_iA_{ii}^2$, hence $\sum_iA_{ii}^2\ge N\bar g^2$. For $A=g(H)$,

$$\mathrm{Var}\,q=2\left(\mathrm{Tr}A^2-\sum_iA_{ii}^2\right)\le2N\left(\langle g^2\rangle-\bar g^2\right)=2N\sigma_g^2,$$

and therefore

$$\delta\le\frac{r}{\sqrt{NM}},\qquad r=\frac{\sqrt2\,\sigma_g}{|\bar g|}. \tag{2}$$

Equality holds when all diagonal elements are equal, which is the periodic lattice of the rough estimate. When the sites differ, part of the spectral variance sits in the diagonal, where random signs produce no noise.

## Comparison on a cubic lattice

Take a simple cubic lattice with hopping element $-t$ between nearest neighbours and zero site energy. The levels are

$$\varepsilon_{\mathbf k}=-2t(\cos k_x+\cos k_y+\cos k_z).$$

Shifting each component of $\mathbf k$ by $\pi$ reverses the sign of the energy, so the band is symmetric. The three cosines average independently and each has mean square $1/2$, so $\langle\varepsilon^2\rangle=4t^2\cdot3\cdot\tfrac12=6t^2$. The parameters are $t=0.1$ Ry, $\mu=0$ and $kT=0.02$ Ry, which give $\langle\varepsilon^2\rangle=0.06\ \mathrm{Ry}^2$.

### The constant $r$

The remaining averages were summed numerically over a mesh of $96^3$ wave vectors. At zero temperature the one needed is $\langle|\varepsilon|\rangle=0.2005$ Ry, and

$$r=\sqrt{2\left(\frac{2\times0.06}{0.2005^2}-1\right)}\approx1.99 .$$

The Gaussian value, 2.07, is about 4% higher. The reason is visible in the formula: a Gaussian with the same $\langle\varepsilon^2\rangle$ has $\langle|\varepsilon|\rangle=\sqrt{0.06\times2/\pi}=0.195$ Ry, slightly less than the cubic band, and a smaller mean gives a larger relative error.

At $kT=0.02$ Ry the mesh gives $\bar g=-0.2024$ Ry and $\sigma_g=0.2814$ Ry, so

$$r=\frac{1.4142\times0.2814}{0.2024}\approx1.97 .$$

The rough estimate is 5% above this. The temperature has a small effect here. With $\mu=0$ one can write $g=\varepsilon-|\varepsilon|-2kT\ln(1+e^{-|\varepsilon|/kT})$, and only levels within a few $kT$ of the chemical potential contribute much to the last term. It raises $|\bar g|$ by 0.9% and lowers $\sigma_g$ by 0.4%, and both changes reduce $r$.

The numbers also show what signs gain over Gaussian entries. The ratio of the two variances is

$$\frac{\langle g^2\rangle}{\sigma_g^2}=1+\frac{\bar g^2}{\sigma_g^2}=1+\left(\frac{0.2024}{0.2814}\right)^2\approx1.52,$$

so in this model Gaussian vectors need about half as many samples again for the same error.

### Sampled errors

On a periodic lattice $g(H)$ is diagonal in the plane waves. With the Fourier transform $\tilde z_{\mathbf k}=\sum_jz_je^{-i\mathbf k\cdot\mathbf R_j}$, where $\mathbf R_j$ is the position of site $j$ in lattice units, one random vector gives $q=N^{-1}\sum_{\mathbf k}g(\varepsilon_{\mathbf k})|\tilde z_{\mathbf k}|^2$. Random vectors were drawn on lattices of $8^3$, $16^3$ and $32^3$ sites: 16000 for each of the two smaller lattices and 2000 for the largest. The sampled $\delta$ is the standard deviation of the values of $q$, or of averages over groups of eight, divided by the magnitude of the trace. The last column is equation (1), with the matrix elements of the same finite lattice.

| $N$ | $M$ | $NM$ | sampled $\delta$ | equation (1) |
|---:|---:|---:|---:|---:|
| 512 | 1 | 512 | 0.0867 | 0.0873 |
| 512 | 8 | 4096 | 0.0310 | 0.0309 |
| 4096 | 1 | 4096 | 0.0306 | 0.0307 |
| 4096 | 8 | 32768 | 0.0108 | 0.0109 |
| 32768 | 1 | 32768 | 0.0111 | 0.0109 |

Eight vectors on a small lattice are worth one vector on a lattice eight times larger. A standard deviation found from $n$ nearly Gaussian values is itself uncertain by a fraction $1/\sqrt{2n}$, which is 0.6% for 16000 values and 1.6% for 2000. The last row deviates by 2.3%, about one and a half times its uncertainty. A power law fitted to the three sampled errors with $M=1$ has exponent $-0.494$. Its statistical uncertainty, from the same fractions divided by $\ln64$, is about 0.004, so it is compatible with $-1/2$.

### Inequivalent sites

To see the effect of disorder, site energies were drawn uniformly from an interval of width 0.6 Ry and shifted to zero mean, and $H$ was diagonalized. For one sample of 1000 sites, $\mathrm{Var}\,q/N$ from the off-diagonal elements is $0.168\ \mathrm{Ry}^2$, while the spectral bound $2\sigma_g^2$ is $0.233\ \mathrm{Ry}^2$. The product $\delta\sqrt N$ for one vector is 1.63, and a sample of 216 sites gives 1.62. The scaling survives without translational symmetry, with a constant below the one that the spectrum alone would allow.

## What the law buys

For $N=10^6$ periodic sites and $M=10$ vectors, using the constant found on the mesh,

$$\delta=\frac{1.966}{\sqrt{10^7}}\approx6.2\times10^{-4},$$

close to the rough $6.5\times10^{-4}$. The error per site is $6.218\times10^{-4}\times0.2024\ \mathrm{Ry}\approx1.26\times10^{-4}$ Ry. The error of the total is a million times this, about 126 Ry or 1710 eV, on a grand potential of $-2.02\times10^5$ Ry.

The two statements describe the same result. The absolute error of the total is $\sigma_g\sqrt{2N/M}$ for equivalent sites, which grows with the system. Averages per site, such as the grand potential per site, need fewer vectors for a given accuracy as $N$ increases, although each multiplication by $H$ costs proportionally more. A fixed absolute error of the total requires $M$ to grow in proportion to $N$. This matters for the difference between two matrices $A$ and $B$, such as those of a lattice with and without a defect. If the same $z$ is used for both, the difference of the two estimates is $z^T(A-B)z$, and its variance contains only the off-diagonal elements of $A-B$.

For a prescribed relative error the number of vectors is $M=r^2/(N\delta^2)$. With $\delta=10^{-4}$ this is

$$M\approx\frac{3.87}{10^6\times10^{-8}}\approx387\quad(N=10^6),\qquad
M\approx3.87\times10^5\quad(N=10^3).$$

The second number is a warning. The trace of a matrix of 1000 rows follows without statistical error from 1000 unit vectors, each of which yields one diagonal element. Fewer random vectors than unit vectors are needed when $M<N$, which by the bound (2) is guaranteed when $N>r/\delta$. For $\delta=10^{-4}$ and the value of $r$ used here, this means more than about $2\times10^4$ sites. This counts vectors, not work. A unit vector spreads by only one bond per multiplication by $H$, so it is cheaper to propagate than a random vector. In this model a cube of $17^3\approx4900$ sites around a site already gives its diagonal element to a relative accuracy of $3\times10^{-5}$, which moves the break-even to about $8\times10^4$ sites. The comparison is meant for matrices with inequivalent sites. On a periodic lattice with one site per cell all diagonal elements are equal, and a single unit vector gives the whole trace; with several sites per cell, one unit vector per site of the cell suffices.

One error does not follow the law. In practice $g(H)$ is replaced by a polynomial $p(H)$, and the estimator then converges to $\mathrm{Tr}\,p(H)$. Each level contributes an error of at most $\max|p-g|$ over the band, so the bias per site is bounded by the same number, whatever $N$ and $M$ are. For the Chebyshev interpolant of degree 60 in this model, the largest deviation on a fine energy grid is $1.9\times10^{-5}$ Ry, or $9\times10^{-5}$ of $|\bar g|$. That is well below the statistical error of ten vectors at a million sites. It is close to the target $10^{-4}$, however, and at that accuracy this bound no longer guarantees that the bias is negligible. A higher degree would then be needed for such a guarantee, since further random vectors do not reduce the bias. The bound is a worst case: $p-g$ oscillates in sign across the band, and in this model the actual bias per site is of the order of $10^{-7}$ Ry or less.
